# Growth of a circular graphene adlayer beneath a larger concentric layer

## Diffusion-fed growth under a cover

A graphene adlayer grows beneath a larger graphene layer of radius 5 µm. With the carbon density at the rim of the larger layer held fixed, the model below gives an edge speed of 0.683 nm/s at an adlayer radius of 0.5 µm, 0.429 nm/s at 2 µm and 0.881 nm/s at 4 µm. The rim density is constant, yet growth first slows and then quickens. The cause is a competition between the adlayer's perimeter and the diffusion path that feeds it.

### The model

The larger layer, called the cover, has radius \(R\). The adlayer is a concentric disc of radius \(r<R\) between the cover and the substrate. Carbon enters at the rim of the cover and diffuses inward through the annulus \(r<\rho<R\), where \(\rho\) is the distance from the centre. Its number per area is \(c(\rho,t)\) and its diffusivity \(D\) is isotropic. The cover is impermeable, and no carbon is gained from or lost to the substrate, so

\[
\frac{\partial c}{\partial t}=\frac{D}{\rho}\frac{\partial}{\partial\rho}\left(\rho\frac{\partial c}{\partial\rho}\right). \tag{1}
\]

At the rim \(c(R)=c_R\). The adlayer edge captures carbon so readily that the density there is the equilibrium value, \(c(r)=c_e\). Write \(\Delta=c_R-c_e>0\), and let \(n_s\) be the number of atoms per area of graphene. The ratio

\[
\varepsilon=\Delta/n_s \tag{2}
\]

is taken to be small. Mobile carbon is then so dilute that the edge moves little while the density profile adjusts.

### The profile and the speed

To leading order in \(\varepsilon\) the time derivative in (1) is dropped. Then \(\rho\,dc/d\rho\) is a constant \(B\), and integration from the adlayer edge gives \(c=c_e+B\ln(\rho/r)\). The rim condition fixes \(B=\Delta/L\), with

\[
c(\rho)=c_e+\Delta\,\frac{\ln(\rho/r)}{L},\qquad L=\ln\frac{R}{r}. \tag{3}
\]

The density rises outward, so carbon flows inward. The number arriving per time and per length of edge is

\[
j=D\left.\frac{dc}{d\rho}\right|_{r}=\frac{D\Delta}{rL}. \tag{4}
\]

When the edge advances by \(dr\), it covers an area \(2\pi r\,dr\). This area held mobile carbon at density \(c_e\). Afterwards it holds graphene, and we assume that mobile carbon at density \(c_e\) remains beneath it. The gain is then \(n_s\) per area. A uniform density under the adlayer carries no current, so all the gain comes from outside:

\[
n_s\,2\pi r\,dr=2\pi r\,j\,dt .
\]

Dividing by \(2\pi r\,n_s\,dt\) and using (4),

\[
\frac{dr}{dt}=\frac{A}{r\ln(R/r)},\qquad A=\frac{D\Delta}{n_s}=D\varepsilon. \tag{5}
\]

If no mobile carbon remained under the adlayer, \(n_s\) would become \(n_s-c_e\), a relative change of order \(c_e/n_s\).

The two factors in the denominator have separate origins. The total current, \(2\pi D\Delta/L\), grows as the annulus narrows. It is shared over a perimeter \(2\pi r\), which also grows. From 0.5 to 2 µm, \(L\) falls from 2.30 to 0.92 and the current rises 2.5 times, but the perimeter rises fourfold: the edge slows. From 2 to 4 µm the current rises about fourfold and the perimeter doubles: the edge quickens.

### Numbers for one adlayer

The example has the setting of growth on Ge(111) at 1190 K, where \(kT=0.1025\) eV. We choose \(D=1.0\times10^{-6}\) cm²/s, \(c_R=4.0\times10^{10}\) cm⁻² and \(c_e=1.0\times10^{10}\) cm⁻². These are round model values, not measurements.

Graphene has two atoms in a cell of area \(\sqrt3a^2/2\), so \(n_s=4/(\sqrt3a^2)\). With \(a=0.246\) nm this is \(3.816\times10^{15}\) cm⁻². Therefore

\[
\varepsilon=\frac{3.0\times10^{10}}{3.816\times10^{15}}=7.86\times10^{-6}.
\]

Since \(D=100\) µm²/s, \(A=7.86\times10^{-4}\) µm²/s. At \(r=1\) µm, \(r\ln(R/r)=1.609\) µm, and

\[
\frac{dr}{dt}=\frac{7.86\times10^{-4}}{1.609}\ \text{µm/s}=0.488\ \text{nm/s}=1.76\ \text{µm/h}.
\]

### Slowest growth, limits and growth time

The speed is least where \(r\ln(R/r)\) is greatest. Its derivative is \(\ln(R/r)-1\), which vanishes at \(r=R/e\); its second derivative, \(-1/r\), is negative. Hence

\[
r_{\rm slow}=\frac{R}{e},\qquad \left.\frac{dr}{dt}\right|_{\rm slow}=\frac{eA}{R}. \tag{6}
\]

Here these are 1.84 µm and 0.427 nm/s.

For a narrow gap \(w=R-r\ll R\), \(\ln(R/r)\simeq w/R\), so \(r\ln(R/r)\simeq w\) and the speed tends to \(A/w\). This is diffusion across a straight strip. For \(r\ll R\) the speed rises roughly as \(1/r\), weakened by the logarithm. Formula (5) diverges at both ends, and both divergences are removed by processes treated below.

For fixed \(R\), separating variables in (5) and integrating by parts gives the time to grow from a negligible seed:

\[
\begin{aligned}
At&=\int_0^r x\ln\frac{R}{x}\,dx
=\left[\frac{x^2}{2}\ln\frac{R}{x}\right]_0^r+\int_0^r\frac{x}{2}\,dx\\
&=\frac{r^2}{2}\ln\frac{R}{r}+\frac{r^2}{4}.
\end{aligned} \tag{7}
\]

The second integral has a plus sign because the derivative of \(\ln(R/x)\) is \(-1/x\). The lower limit contributes nothing, since \(x^2\ln x\to0\). At \(r=R\) the filling time is \(R^2/(4A)=7950\) s. Between 1 and 4 µm the right side of (7) rises from 1.055 to 5.785 µm², which takes 6017 s, or 1.67 h.

### The carbon stored in the annulus

As the adlayer advances, the density at a fixed point falls, and the released carbon adds to the supply. To find how much, let \(c_0\) be profile (3) and define

\[
h(\rho)=\frac{\ln(R/\rho)}{L},
\]

which is 1 at the adlayer edge and 0 at the rim. Then \(c_0=c_e+\Delta(1-h)\). At fixed \(\rho\), \(\partial L/\partial r=-1/r\) gives \(\partial h/\partial r=h/(rL)\), and thus

\[
\frac{\partial c_0}{\partial t}=-\frac{\Delta\,\dot r}{rL}\,h ,\qquad \dot r=\frac{dr}{dt}.
\]

The first correction \(c_1\) vanishes at both boundaries and obeys

\[
D(\rho c_1')'=-\frac{\Delta\,\dot r}{rL}\,\rho h. \tag{8}
\]

Multiply by \(h\) and integrate from \(r\) to \(R\). Because \((\rho h')'=0\), two integrations by parts on the left leave the boundary terms \(D[\rho hc_1'-\rho h'c_1]_r^R=-Dr\,c_1'(r)\). Therefore

\[
c_1'(r)=\frac{\Delta\,\dot r}{Dr^2L}\int_r^R\rho h^2\,d\rho .
\]

Divide by the leading slope \(\Delta/(rL)\) and insert \(\dot r=D\varepsilon/(rL)\). The relative gain in speed is

\[
\delta=\frac{\varepsilon}{r^2L}\int_r^R\rho h^2\,d\rho .
\]

With \(s=\ln(R/\rho)\), differentiation shows that \(\tfrac12\rho^2(s^2+s+\tfrac12)\) has derivative \(\rho s^2\). The integral then gives

\[
\delta=\varepsilon\,\frac{R^2/4-(r^2/2)(L^2+L+1/2)}{r^2L^3}. \tag{9}
\]

At \(r=1\) µm this is \(7.4\times10^{-6}\), which is negligible. The time scales lead to the same conclusion: \(R^2/D\) is only 0.25 s, whereas growth takes thousands of seconds. For \(r\ll R\), (9) tends to \(\varepsilon R^2/(4r^2L^3)\), so \(\varepsilon\ll1\) alone does not justify the steady profile for an arbitrarily small disc.

### Barriers at the two edges

Suppose capture at the adlayer edge has a finite rate, \(j=k_a[c(r)-c_e]\), and passage under the rim requires a density drop, with flux \(k_e[c_R-c(R^-)]\), where \(R^-\) is just inside. Define \(\ell_a=D/k_a\) and \(\ell_e=D/k_e\). The total current is the same at both circles, so the flux per length at the rim is \(jr/R\). The drops at the edge, across the annulus and at the rim add up to

\[
\Delta=\frac{j}{D}\left[\ell_a+r\ln\frac{R}{r}+\frac{r}{R}\ell_e\right].
\]

Equation (5) is replaced by

\[
\frac{dr}{dt}=\frac{A}{G},\qquad G=r\ln\frac{R}{r}+\ell_a+\frac{r}{R}\ell_e. \tag{10}
\]

These lengths follow from a hopping picture. Along a row of sites with spacing \(b\), an ordinary link carrying flux \(j\) has a density drop \(jb/D\). An extra barrier \(E\) on one link slows hops in both directions by \(e^{-E/kT}\) and raises its drop to \((jb/D)e^{E/kT}\). The excess drop is equivalent to an added length

\[
\ell=b\left(e^{E/kT}-1\right). \tag{11}
\]

For \(b=0.40\) nm, a barrier of 0.5 eV gives 52 nm, while 1.0 eV gives 6.87 µm. At \(r=1\) µm, with the adlayer-edge barrier alone, the first leaves a fraction \(1.609/(1.609+0.052)=0.969\) of the ideal speed. The second leaves 0.190. The speed is halved when \(\ell_a=1.609\) µm, which by (11) requires 0.851 eV.

When \(\ell_a\) dominates \(G\), the speed becomes \(A/\ell_a=k_a\Delta/n_s\), independent of both radii. Law (5) therefore describes diffusion-limited growth and fails for capture-limited growth.

### What holds the rim density up

The cover also has an edge that can capture carbon. If it captured carbon without any barrier, it would hold the rim density at \(c_e\) and remove the driving force. To see the requirement, let deposition and desorption on the bare substrate restore the density to a distant value \(c_\infty\) in a time \(\tau\):

\[
D\nabla^2c=\frac{c-c_\infty}{\tau},\qquad \lambda=\sqrt{D\tau}.
\]

The solution that settles to \(c_\infty\) far away has \(c_\infty-c\propto K_0(\rho/\lambda)\), where \(K_0\) and \(K_1\) are modified Bessel functions. Since \(K_0'=-K_1\), the flux reaching the rim is \(D(c_\infty-c_{\rm rim})/\ell_o\), with

\[
\ell_o=\lambda\,\frac{K_0(R/\lambda)}{K_1(R/\lambda)}. \tag{12}
\]

Let \(\ell_c\) be \(D\) divided by the capture coefficient of the cover's edge, which is also taken to have equilibrium density \(c_e\). The arriving flux divides between that edge and the annulus:

\[
\frac{c_\infty-c_{\rm rim}}{\ell_o}=(c_{\rm rim}-c_e)\left[\frac1{\ell_c}+\frac{r}{RG}\right].
\]

Writing \(c_\infty-c_{\rm rim}=(c_\infty-c_e)-(c_{\rm rim}-c_e)\) and solving,

\[
\frac{c_{\rm rim}-c_e}{c_\infty-c_e}=\frac{1/\ell_o}{1/\ell_o+1/\ell_c+r/(RG)}. \tag{13}
\]

The rim stays close to \(c_\infty\) if \(\ell_o\) is much smaller than both \(\ell_c\) and \(RG/r\). The term \(1/\ell_c\) alone lowers the speed by a factor independent of \(r\). The last term depends on \(r\) and alters the growth law.

Take \(\lambda=200\) nm, barriers of 0.5 eV for capture by the adlayer and for entry, and 1.0 eV at the cover's edge. The distant density is now \(4.0\times10^{10}\) cm⁻². At \(r=1\) µm, (13) gives 0.951, and the speed is 0.915 of the ideal one. At fixed \(R\):

| \(r\) (µm) | Eq. (5) (nm/s) | With barriers and rim (nm/s) |
|---|---:|---:|
| 0.5 | 0.683 | 0.623 |
| 1.0 | 0.488 | 0.447 |
| 2.0 | 0.429 | 0.386 |
| 3.0 | 0.513 | 0.442 |
| 4.0 | 0.881 | 0.671 |
| 4.5 | 1.658 | 1.026 |

The slowing and quickening survive, but near the rim the ideal law is too fast: by 62% of the corrected speed at 4.5 µm. There the diffusion path is short and the added resistances no longer small beside it. Numerical integration of the inverse corrected speed gives 6870 s from 1 to 4 µm, instead of 6017 s.

The cover itself grows. With the 1.0 eV barrier and the full \(\Delta\), its edge moves at \(V=A/\ell_c=0.114\) nm/s. Equation (5) still applies with \(R=R_0+Vt\), because this motion is slow compared with diffusion, but (7) does not. Starting at \(r=1\) µm with \(R_0=5\) µm, numerical integration of \(dt/dr=r\ln[(R_0+Vt)/r]/A\) gives 6888 s to reach 4 µm. This calculation omits the other barriers and rim depletion; the two delays have not been combined.

### Edge energy and very small discs

Let \(\gamma\) be the edge energy per length. Growth by \(dr\) adds energy \(2\pi\gamma\,dr\) and \(2\pi rn_s\,dr\) atoms, so each atom costs \(\gamma/(n_sr)\). For dilute carbon the equilibrium density becomes

\[
c_e\,e^{\Gamma/r}\simeq c_e\left(1+\frac{\Gamma}{r}\right),\qquad \Gamma=\frac{\gamma}{n_skT}. \tag{14}
\]

A rough \(\gamma=10\) eV/nm gives \(\Gamma=2.56\) nm. The relative loss of driving force at 1 µm is \(c_e\Gamma/(\Delta r)=8.5\times10^{-4}\). A disc surrounded by density \(c_R\) can grow if \(c_R>c_ee^{\Gamma/r}\), that is, if \(r>\Gamma/\ln(c_R/c_e)\), about 1.8 nm here. The free-energy barrier at that radius, \(\pi\gamma r\), is about 58 eV, so with these values the disc cannot nucleate thermally and the model presupposes an existing seed. The rise of (5) at small \(r\) therefore cannot be continued to zero radius.

### Whether the disc stays circular

Equation (5) assumes a circle. Consider an edge \(r+\eta\cos m\theta\) with integer \(m\ge2\) and \(m\eta\ll r\), so that the edge is only slightly tilted. Let \(u=(c-c_e)/\Delta\) and \(g=c_e\Gamma/\Delta\). With fast capture and (14), \(u=g\kappa\) at the edge, where the curvature to first order is

\[
\kappa=\frac1r+\frac{\eta(m^2-1)}{r^2}\cos m\theta .
\]

The circular solution has edge slope \(q=(1-g/r)/(rL)\) and second derivative \(-q/r\). Add \(Cf(\rho)\cos m\theta\), with \(f=(\rho/R)^m-(R/\rho)^m\), which satisfies the steady diffusion equation and vanishes at the rim. At the edge,

\[
q\eta+Cf(r)=\frac{g\eta(m^2-1)}{r^2},\qquad \frac{f'(r)}{f(r)}=-\frac mr\coth(mL).
\]

Suppose first that the carbon beneath the adlayer carries no current. To first order the wobble then grows at \(\dot\eta=A[-q\eta/r+Cf'(r)]\). Eliminating \(C\) and dividing by \(\dot r=Aq\),

\[
\frac{d\ln\eta}{d\ln r}=m\coth(mL)\left[1-\frac{g(m^2-1)}{r^2q}\right]-1. \tag{15}
\]

A bulge reaches into denser carbon and receives more of it. Without edge energy, the relative wobble \(\eta/r\) has the logarithmic slope \(d\ln(\eta/r)/d\ln r=m\coth(mL)-2\), which is positive for \(m\ge2\), so it grows. Edge energy opposes this most strongly at large \(m\). Integrating (15) numerically from 1 to 2 µm at fixed \(R\), \(\eta/r\) grows by a factor 1.02 for two lobes, 14.2 for six, about 150 for ten and about 3000 for twenty, which is close to the fastest-growing number. A six-lobed deviation of 0.1% would become about 1.4%. One of 1% would outgrow the first-order theory, because \(m\eta/r\) would approach 1.

On a wobbled edge the density \(g\kappa\) is not uniform. If the carbon beneath the adlayer diffuses with the same \(D\), it follows a profile \(\propto\rho^m\cos m\theta\) and flows from bulges to hollows. This adds \(-mg(m^2-1)/(r^2q)\) to the right side of (15) and roughly doubles the smoothing. The factors from 1 to 2 µm become 12.7 for six lobes, about 85 for ten and about 37 for twenty, with the largest, about 200, at fourteen.

The case \(m=1\) is a small shift of the whole disc away from the centre. Its curvature term vanishes, and (15) becomes

\[
\frac{d\ln\eta}{d\ln r}=\coth L-1=\frac{2r^2}{R^2-r^2}.
\]

Hence \(\eta\) is proportional to \(1/(R^2-r^2)\). Between 1 and 4 µm the shift grows 2.67 times while the gap shrinks fourfold, so the disc must start close to the centre for (5) to hold near the rim.

In the capture-limited case every part of the edge advances at the same normal speed, if edge energy and direction dependence are ignored. Then \(\eta\) is constant to first order and \(\eta/r\) falls. Thus the fast capture needed for (5) also makes the circle unstable, and between 1 and 2 µm the edge energy used here does not prevent this. The growth factors above hold for zero capture barrier. With no current beneath the adlayer, the 0.5 eV barrier, which costs 3% of the speed at 1 µm, lowers them to 7.7 for six lobes and about 76 for twenty. Sufficiently slow capture can keep the disc compact, but it also brings the speed below (5): at \(\ell_a=1.61\) µm, which halves the speed at 1 µm, \(\eta/r\) falls between 1 and 2 µm for every \(m\) from 2 to 34. Transport along the edge, which could also smooth it, is outside this model.

### Comparison with a real substrate

The temperature lies just below the melting point of germanium, and the threefold symmetry of a flat Ge(111) terrace makes surface diffusion isotropic; steps can break this symmetry. Germanium dissolves very little carbon, roughly \(10^8\) cm⁻³. With equal bulk and surface diffusivities, transport through a depth \(R\) relative to surface transport is at most of order \(10^8R/c_e=5\times10^{-6}\). The solubility figure is uncertain, but a value a hundred times larger would still leave this ratio small. The ratio is proportional to solubility, so a substrate that dissolves much more carbon may violate the assumption of a closed surface. The speed of order 1 µm/h follows from the chosen \(D\Delta\) and is not a prediction for germanium; the model also presupposes that the adlayer lies beneath the cover. Besides a centred disc, fast capture and circular shape are assumptions that need care: a 1.0 eV capture barrier would reduce the speed at 1 µm to 0.19 of its ideal value, and with fast capture a six-lobed deviation of 1% would no longer be small once the radius had doubled from 1 to 2 µm.
